**Common eigenvectors of Jx and Jz**

A nonzero state is an eigenvector of both Jx and Jz exactly when it has no component with total angular momentum j > 0. Here Jx, Jy and Jz are the angular momentum components in units of ħ, m is the eigenvalue of Jz, and w_j is the weight of the state in sector j. The program searches all pairs of eigenvalues for common eigenvectors, in seven single multiplets and five sets of coupled spins, and asserts that for the coupled spins the space found equals the kernel of J². For random Jz eigenvectors of four spins 1/2 it asserts that the variance of Jx equals ½ Σ w_j [j(j+1) − m²] and is at least ½ Σ w_j j. For an electron on a sphere of radius 2 Å it obtains the spreads by rotating the wave function and the energy by integrating the squared surface gradient, and asserts agreement with the formulas. The output shows no common eigenvector in any tested multiplet with j > 0, and a two-dimensional common eigenspace for four spins 1/2. A 1% admixture of Y₁₀ in the constant state gives a variance of Lx of 0.01 and an energy of 0.019 eV. The p_y orbital has zero spread in Ly but unit spread in both Lx and Lz, so a commutator that vanishes on a state does not make it a common eigenvector.

## Numerical verification

```python
# RESULT UNDER TEST: a nonzero vector is an eigenvector of both Jx and Jz
# if and only if it has no component with total angular momentum j > 0.
# For a normalized Jz eigenvector (eigenvalue m) with weights w_j:
#     Var(Jx) = (1/2) sum_j w_j [j(j+1) - m^2] >= (1/2) sum_j w_j j.
# Symbols: Jx, Jy, Jz angular momentum (hbar = 1); a, b eigenvalues of Jx, Jz;
# R sphere radius; B = hbar^2/(2 m_e R^2) energy scale of an electron on a sphere.
import numpy as np
from scipy import constants as const


def spin_matrices(j):
    """Jx, Jy, Jz of one multiplet, from the ladder operator."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return [(raising + lowering) / 2 + 0j,
            (raising - lowering) / 2j,
            np.diag(m) + 0j]


def total_matrices(spins):
    """Total angular momentum of several coupled spins."""
    total = spin_matrices(spins[0])
    for j in spins[1:]:
        new = spin_matrices(j)
        id_old, id_new = np.eye(len(total[0])), np.eye(len(new[0]))
        total = [np.kron(t, id_new) + np.kron(id_old, n)
                 for t, n in zip(total, new)]
    return total


def search_shared(Jx, Jz):
    """Try every eigenvalue pair; return shared vectors, their pairs, and
    the smallest singular value met in the search."""
    dim = len(Jx)
    values_x = np.unique(np.round(np.linalg.eigvalsh(Jx), 8))
    values_z = np.unique(np.round(np.linalg.eigvalsh(Jz), 8))
    vectors, pairs, smallest = [], [], np.inf
    for a in values_x:
        for b in values_z:
            stacked = np.vstack([Jx - a * np.eye(dim), Jz - b * np.eye(dim)])
            _, sing, vh = np.linalg.svd(stacked, full_matrices=False)
            smallest = min(smallest, sing[-1])
            for s, row in zip(sing, vh):
                if s < 1e-9:
                    vectors.append(row.conj())
                    pairs.append((a, b))
    return vectors, pairs, smallest


def sector_projectors(J):
    """Projectors on the sectors of given j, by diagonalizing J^2."""
    values, vecs = np.linalg.eigh(sum(c @ c for c in J))
    j_values = np.round(-1 + np.sqrt(1 + 4 * np.abs(values))) / 2
    return {j: vecs[:, j_values == j] @ vecs[:, j_values == j].conj().T
            for j in np.unique(j_values)}


# --- single multiplets: no shared eigenvector when j > 0 ---
print("Single multiplets: smallest singular value of [Jx-a; Jz-b] (hbar)")
for j in (0, 0.5, 1, 1.5, 2, 3, 4):
    J = spin_matrices(j)
    for k in range(3):
        p, q, r = J[k], J[(k + 1) % 3], J[(k + 2) % 3]
        assert np.allclose(p @ q - q @ p, 1j * r, atol=1e-12)
    found, _, smallest = search_shared(J[0], J[2])
    assert len(found) == (1 if j == 0 else 0)
    assert j == 0 or smallest > 0.4
    print(f"  j = {j:3.1f}: {smallest:.4f}, shared eigenvectors: {len(found)}")

# --- coupled spins: shared space equals the j = 0 space ---
print("Coupled spins: dimension of space, dimension of shared eigenspace")
for spins in ([0.5] * 2, [0.5] * 4, [1, 0.5], [1, 1], [1, 1, 1]):
    J = total_matrices(spins)
    dim = len(J[0])
    found, pairs, _ = search_shared(J[0], J[2])
    m_values = np.round(np.diag(J[2]).real, 8)
    count_j0 = int(np.sum(m_values == 0) - np.sum(m_values == 1))
    count_j0 = count_j0 if 0 in m_values else 0
    assert len(found) == count_j0
    assert all(a == 0 and b == 0 for a, b in pairs)
    shared = sum((np.outer(v, v.conj()) for v in found),
                 np.zeros((dim, dim), complex))
    projectors = sector_projectors(J)
    kernel = projectors.get(0.0, np.zeros((dim, dim)))
    assert np.allclose(shared, kernel, atol=1e-9)
    for P in projectors.values():
        assert np.allclose(P @ J[0], J[0] @ P, atol=1e-9)
        assert np.allclose(P @ J[2], J[2] @ P, atol=1e-9)
    for v in found:
        assert np.linalg.norm(J[1] @ v) < 1e-9
    label = " x ".join(f"{s:g}" for s in spins)
    print(f"  spins {label}: {dim}, {len(found)}")

# --- spread of Jx in random Jz eigenvectors of four spins 1/2 ---
rng = np.random.default_rng(7)
J = total_matrices([0.5] * 4)
projectors = sector_projectors(J)
m_values = np.round(np.diag(J[2]).real, 8)
print("Random Jz eigenvectors, four spins 1/2: Var(Jx), lower bound (hbar^2)")
for m in (0, 1, 2):
    for trial in range(20):
        psi = rng.normal(size=16) + 1j * rng.normal(size=16)
        psi = np.where(m_values == m, psi, 0)
        psi /= np.linalg.norm(psi)
        mean = np.vdot(psi, J[0] @ psi).real
        variance = np.linalg.norm(J[0] @ psi) ** 2 - mean ** 2
        weights = {j: np.vdot(psi, P @ psi).real for j, P in projectors.items()}
        formula = sum(w * (j * (j + 1) - m * m) for j, w in weights.items()) / 2
        bound = sum(w * j for j, w in weights.items()) / 2
        assert abs(mean) < 1e-10
        assert abs(variance - formula) < 1e-10
        assert variance >= bound - 1e-10
    print(f"  m = {m}: {variance:.4f}, {bound:.4f}")

# --- electron on a sphere: spreads by rotation, energy by surface gradient ---
radius_angstrom = 2.0
radius = radius_angstrom * const.angstrom
B_eV = const.hbar ** 2 / (2 * const.m_e * radius ** 2) / const.e
bohr = const.physical_constants["Bohr radius"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
B_hartree = 1 / (2 * (radius / bohr) ** 2)
assert abs(B_eV - B_hartree * hartree_eV) < 1e-7

nodes, node_weights = np.polynomial.legendre.leggauss(20)
phi_line = np.arange(24) * 2 * np.pi / 24
theta, phi = np.meshgrid(np.arccos(nodes), phi_line, indexing="ij")
area = np.outer(node_weights, np.full(24, 2 * np.pi / 24))
step = 1e-4


def unit_vector(th, ph):
    return np.array([np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph), np.cos(th)])


def rotated_back(points, axis, angle):
    i, k = (axis + 1) % 3, (axis + 2) % 3
    out = points.copy()
    out[i] = np.cos(angle) * points[i] + np.sin(angle) * points[k]
    out[k] = -np.sin(angle) * points[i] + np.cos(angle) * points[k]
    return out


def mean_and_variance(wave, axis):
    """L along an axis as the generator of rotations of the wave function."""
    points = unit_vector(theta, phi)
    L_wave = 1j * (wave(rotated_back(points, axis, step))
                   - wave(rotated_back(points, axis, -step))) / (2 * step)
    mean = np.sum(area * np.conj(wave(points)) * L_wave).real
    return mean, np.sum(area * np.abs(L_wave) ** 2) - mean ** 2


def kinetic_energy_eV(wave):
    d_theta = (wave(unit_vector(theta + step, phi))
               - wave(unit_vector(theta - step, phi))) / (2 * step)
    d_phi = (wave(unit_vector(theta, phi + step))
             - wave(unit_vector(theta, phi - step))) / (2 * step)
    density = np.abs(d_theta) ** 2 + np.abs(d_phi) ** 2 / np.sin(theta) ** 2
    return B_eV * np.sum(area * density)


def mixture(w0, w1, w2):
    def wave(p):
        return (np.sqrt(w0) + np.sqrt(3 * w1) * p[2]
                + np.sqrt(5 * w2) * (3 * p[2] ** 2 - 1) / 2) / np.sqrt(4 * np.pi)
    return wave


print(f"Sphere radius R = {radius_angstrom:.2f} angstrom")
print(f"Energy scale B = {B_eV:.6f} eV")
print("Weights of Y00, Y10, Y20: Var(Lx), Var(Lz) (hbar^2), energy (eV)")
for w in ((1, 0, 0), (0.99, 0.01, 0), (0.90, 0.08, 0.02), (0, 1, 0)):
    wave = mixture(*w)
    norm = np.sum(area * np.abs(wave(unit_vector(theta, phi))) ** 2)
    mean_x, var_x = mean_and_variance(wave, 0)
    mean_y, _ = mean_and_variance(wave, 1)
    mean_z, var_z = mean_and_variance(wave, 2)
    energy = kinetic_energy_eV(wave)
    predicted = sum(wl * l * (l + 1) for l, wl in enumerate(w)) / 2
    # finite differences limit the agreement to about 1e-8
    assert abs(norm - 1) < 1e-10
    assert max(abs(mean_x), abs(mean_y), abs(mean_z), abs(var_z)) < 1e-8
    assert abs(var_x - predicted) < 1e-6
    assert abs(energy - 2 * B_hartree * hartree_eV * predicted) < 1e-6
    print(f"  {w[0]:.2f}, {w[1]:.2f}, {w[2]:.2f}: {abs(var_x):.4f}, "
          f"{abs(var_z):.4f}, {energy:.6f}")
    if w[2] > 0:
        print(f"    same energy in atomic units: {energy / hartree_eV:.6f} hartree")


def p_y(points):
    return np.sqrt(3 / (4 * np.pi)) * points[1]


spreads = [mean_and_variance(p_y, axis) for axis in range(3)]
assert all(abs(mean) < 1e-8 for mean, _ in spreads)
assert abs(spreads[1][1]) < 1e-8
assert abs(spreads[0][1] - 1) < 1e-6 and abs(spreads[2][1] - 1) < 1e-6
print("p_y orbital: Var(Lx), Var(Ly), Var(Lz) (hbar^2)")
print("  " + ", ".join(f"{abs(v):.4f}" for _, v in spreads))

print("ALL CHECKS PASSED")
```

Printed output:

```
Single multiplets: smallest singular value of [Jx-a; Jz-b] (hbar)
  j = 0.0: 0.0000, shared eigenvectors: 1
  j = 0.5: 0.5412, shared eigenvectors: 0
  j = 1.0: 0.6622, shared eigenvectors: 0
  j = 1.5: 0.7869, shared eigenvectors: 0
  j = 2.0: 0.8696, shared eigenvectors: 0
  j = 3.0: 1.0096, shared eigenvectors: 0
  j = 4.0: 1.1334, shared eigenvectors: 0
Coupled spins: dimension of space, dimension of shared eigenspace
  spins 0.5 x 0.5: 4, 1
  spins 0.5 x 0.5 x 0.5 x 0.5: 16, 2
  spins 1 x 0.5: 6, 0
  spins 1 x 1: 9, 1
  spins 1 x 1 x 1: 27, 1
Random Jz eigenvectors, four spins 1/2: Var(Jx), lower bound (hbar^2)
  m = 0: 1.3382, 0.5160
  m = 1: 2.0152, 0.8788
  m = 2: 1.0000, 1.0000
Sphere radius R = 2.00 angstrom
Energy scale B = 0.952496 eV
Weights of Y00, Y10, Y20: Var(Lx), Var(Lz) (hbar^2), energy (eV)
  1.00, 0.00, 0.00: 0.0000, 0.0000, 0.000000
  0.99, 0.01, 0.00: 0.0100, 0.0000, 0.019050
  0.90, 0.08, 0.02: 0.1400, 0.0000, 0.266699
    same energy in atomic units: 0.009801 hartree
  0.00, 1.00, 0.00: 1.0000, 0.0000, 1.904991
p_y orbital: Var(Lx), Var(Ly), Var(Lz) (hbar^2)
  1.0000, 0.0000, 1.0000
ALL CHECKS PASSED
```
